\section*{Why vacuum polarization outweighs self-energy in muonic but not electronic hydrogen}

\section{The wrong correction first}

In ordinary hydrogen the self-energy is the leading radiative shift of the ground state, and vacuum polarization is a correction of a few percent to it. Carry that ordering over to muonic hydrogen, compute the self-energy and leave vacuum polarization for later, and the result is a shift of about $+0.005$~eV where the leading radiative shift is $-1.90$~eV. Both the size and the sign are wrong.

A first explanation is that the muon's orbit is as small as the electron Compton wavelength, which sets the range of vacuum polarization. This is true, but it covers half of the matter. It says why vacuum polarization is large, not why self-energy stays small, and it puts the changeover in the wrong place: the two shifts already balance when the orbit radius is still some twenty Compton wavelengths. Three lengths are needed, namely the orbit radius and two Compton wavelengths.

The setting is the $1s$ level of a light one-electron or one-muon atom with a point nucleus of charge $Z$, with $Z\alpha\ll1$ and each shift taken to leading order in $\alpha$. Hartree atomic units are used, so $c=1/\alpha$ and masses are in electron masses. The orbiting particle has mass $m$ and reduced mass $m_r$. The lengths are
\begin{equation}
a=\frac{1}{Zm_r},\qquad \lambda_e=\alpha,\qquad \lambda_{\rm own}=\frac{\alpha}{m},\qquad \beta\equiv\frac{\lambda_e}{a}=Z\alpha m_r ,
\end{equation}
the orbit radius, the reduced Compton wavelength of the electron and that of the orbiting particle. The binding energy is $E_b=Z^2m_r/2$.

\section{Vacuum polarization: the electron sets the scale}

\subsection{The potential}

A charge polarizes the vacuum by mixing in electron--positron pairs. For this subsection let $\hbar=c=m_e=1$ and $e^2=4\pi\alpha$, so that lengths are in units of $\lambda_e$. Let $j^\mu$ be the electron current without its factor $e$, and let $s$ be the squared rest energy of a pair. Lorentz symmetry and current conservation fix the form of the sum over pair states $X$ of total four-momentum $k$, with $k^2=s$:
\begin{equation}
\sum_X(2\pi)^4\delta^4(k-k_X)\langle0|j^\mu|X\rangle\langle X|j^\nu|0\rangle=2\pi\sigma(s)\,(k^\mu k^\nu-s\,g^{\mu\nu}).
\end{equation}
To find $\sigma$, contract with $-g_{\mu\nu}$. The right side becomes $6\pi s\,\sigma$. On the left, the spin sum for an electron $p$ and a positron $p'$ is
\begin{equation}
-\mathrm{Tr}[(\slashed p+1)\gamma^\mu(\slashed p'-1)\gamma_\mu]=8\,p\cdot p'+16=4s+8,
\end{equation}
because $s=2+2p\cdot p'$. The two-particle phase space is $v/8\pi$, with $v=\sqrt{1-4/s}$ the speed of either particle in the pair's rest frame. Hence $\sigma=v(1+2/s)/12\pi^2$.

Now place a static charge density $\rho_{\mathbf q}$ in the vacuum. Its potential is proportional to $e^2\rho_{\mathbf q}/q^2$, and first-order perturbation of the vacuum state gives an induced density with the factor $-2|\langle X|j^0|0\rangle|^2/E_X$. For $\mu=\nu=0$ the bracket above is $E^2-s=q^2$, so
\begin{equation}
\frac{\rho_{\rm ind}}{\rho}=-\frac{e^2}{q^2}\int dE\,\frac{2\sigma q^2}{E}=-e^2\int_4^\infty\frac{\sigma(s)\,ds}{s+q^2},
\end{equation}
where $E^2=s+q^2$ and $dE=ds/2E$ were used. The value at $q=0$ grows logarithmically, without limit, as the upper end of the integral is raised. It only rescales the charge seen from far away, which is the measured charge, and must be subtracted; the difference is finite:
\begin{equation}
-e^2\int\sigma\left[\frac1{s+q^2}-\frac1s\right]ds=\frac{\alpha}{3\pi}\int_4^\infty\frac{ds}{s}\,v\left(1+\frac2s\right)\frac{q^2}{s+q^2}.
\end{equation}
Put $s=4u^2$, so that $ds/s=2\,du/u$ and $v=\sqrt{u^2-1}/u$. Multiplying the Coulomb form $4\pi/q^2$ by $q^2/(q^2+4u^2)$ gives $4\pi/(q^2+4u^2)$, the transform of $e^{-2ur}/r$. Back in atomic units, the Uehling potential energy is
\begin{equation}
V_U(r)=-\frac Zr\,\frac{2\alpha}{3\pi}\int_1^\infty w(u)\,e^{-2ur/\lambda_e}du,\qquad w(u)=\left(1+\frac1{2u^2}\right)\frac{\sqrt{u^2-1}}{u^2}.
\label{uehling}
\end{equation}
Each virtual pair of rest energy $2u\,m_ec^2$ contributes a Yukawa term. The lightest pair has $u=1$, so the range is $\lambda_e/2$, whatever particle is in orbit. The sign is attractive: a particle that enters the cloud sees more than the measured nuclear charge. The weight $w$ was tested at three momenta against the one-loop polarization function in its Feynman-parameter form.

\subsection{The level shift}

The $1s$ radial density is $4r^2e^{-2r/a}/a^3$. For one value of $u$ the average needed is
\begin{equation}
\frac4{a^3}\int_0^\infty r\,e^{-2r(1/a+u/\lambda_e)}dr=\frac{1}{a^3(1/a+u/\lambda_e)^2}=\frac1a\,\frac1{(1+u/\beta)^2}.
\end{equation}
With $Z/a=Z^2m_r$ this gives
\begin{equation}
E_{\rm VP}=-\frac{2\alpha}{3\pi}Z^2m_r\,F(\beta),\qquad F(\beta)=\int_1^\infty\frac{w(u)\,du}{(1+u/\beta)^2}.
\label{vp}
\end{equation}

\emph{Distant orbit, $\beta\ll1$.} Then $(1+u/\beta)^{-2}\to\beta^2/u^2$. With $v=\sqrt{1-1/u^2}$ as variable, $du=v\,u^3dv$ and
\begin{equation}
F\to\beta^2\int_1^\infty\frac{w}{u^2}du=\beta^2\int_0^1\frac{v^2(3-v^2)}{2}dv=\frac25\beta^2,\qquad
\frac{|E_{\rm VP}|}{E_b}\to\frac{8\alpha}{15\pi}\left(\frac{\lambda_e}{a}\right)^2 .
\label{far}
\end{equation}
The cloud acts as a point. The chance of being inside it scales as $(\lambda_e/a)^3$ and the Coulomb energy there as $Z/\lambda_e$; dividing by $E_b=Z/2a$ leaves the square.

\emph{Close orbit, $\beta\gg1$.} Differentiate $F$ and set $u=\beta x$. Since $w\to1/u$ at large $u$,
\begin{equation}
\frac{dF}{d\ln\beta}=\int_1^\infty w\,\frac{2u/\beta}{(1+u/\beta)^3}du\to\int_0^\infty\frac{2\,dx}{(1+x)^3}=1 .
\end{equation}
The quadratic growth has turned into a logarithmic one. Between these limits $F$ lies below $2\beta^2/5$, because $(1+u/\beta)^{-2}<\beta^2/u^2$ for every $u$. This is where comparing $a$ with $\lambda_e$ does its work: it marks the end of the quadratic growth.

\section{Self-energy: the orbiting particle sets the scale}

The orbiting particle also emits and reabsorbs virtual photons. Its coupling is $\mathbf A\cdot\mathbf p/(mc)$ up to a sign. A mode of energy $k$ in a volume $\mathcal V$ has the squared field amplitude $2\pi c^2/(\mathcal Vk)$, the density of modes is $\mathcal Vk^2dk\,d\Omega/(2\pi c)^3$, and the sum over polarizations and directions gives $\frac{8\pi}3|\mathbf p_{n0}|^2$. With $\Delta_n=E_n-E_0$, second-order perturbation theory yields
\begin{equation}
E^{(2)}=-\frac{2\alpha^3}{3\pi m^2}\int_0^Kk\,dk\sum_n\frac{|\mathbf p_{n0}|^2}{\Delta_n+k}.
\end{equation}
A free particle shows the same expression with $\Delta_n=0$. That part is proportional to $\langle p^2\rangle$, so it is a change of mass and is already contained in the measured $m$. Subtracting it replaces $-k/(\Delta_n+k)$ by $1-k/(\Delta_n+k)=\Delta_n/(\Delta_n+k)$. The integral over $k$ is then $\Delta_n\ln[(K+\Delta_n)/\Delta_n]$, and for $\Delta_n\ll K$
\begin{equation}
E_{\rm SE}=\frac{2\alpha^3}{3\pi m^2}\sum_n|\mathbf p_{n0}|^2\Delta_n\ln\frac K{\Delta_n}.
\end{equation}

The cutoff is $K=mc^2$, where the nonrelativistic treatment ends. Near it, retardation, spin and relativity matter, so the logarithm is uncertain by a number of order one. The sum without the logarithm follows from a double commutator:
\begin{equation}
\sum_n|\mathbf p_{n0}|^2\Delta_n=\tfrac12\langle[\mathbf p,[H,\mathbf p]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi Z|\psi(0)|^2=2Z^4m_r^3,
\end{equation}
by $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$ and $|\psi(0)|^2=Z^3m_r^3/\pi$. Define $\bar k$ as the mean of $\Delta_n$ taken logarithmically with the weights $|\mathbf p_{n0}|^2\Delta_n$. Then
\begin{equation}
E_{\rm SE}=\frac{4\alpha^3Z^4m_r^3}{3\pi m^2}L,\qquad L=\ln\frac{mc^2}{\bar k},\qquad
\frac{E_{\rm SE}}{E_b}=\frac{8\alpha}{3\pi}\left(\frac{\lambda_{\rm own}}{a}\right)^2L .
\label{se}
\end{equation}

The formula can be read as a jitter of the particle. A mean square displacement $\langle\delta r^2\rangle=(2\alpha/\pi)\lambda_{\rm own}^2L$ smears the nuclear potential and changes the energy by $\frac16\langle\delta r^2\rangle\langle\nabla^2V\rangle$, which reproduces Eq.~(\ref{se}). The smearing weakens the attraction at the nucleus, hence the positive sign. A heavier particle is shaken less, in proportion to its own Compton wavelength. Its orbit shrinks nearly in the same proportion, so $\lambda_{\rm own}/a=Z\alpha m_r/m$ depends on the particle through the reduced-mass factor alone.

All excitation energies scale as $Z^2m_r$. For unit reduced mass and $Z=1$, the oscillator strengths of hydrogen give $\bar k=9.885$ hartree. A 15-function finite-basis spectrum gives 10.143 hartree, but this is only a rough cross-check: the value is not converged, and adding five tighter functions moves it to about 13 hartree, a shift of about 0.3 in $L$. The oscillator-strength value is the one used below.

\section{What decides the competition}

Write $F=\frac25\beta^2R$, where $R\le1$ measures how far the orbit has left the distant regime. Dividing Eq.~(\ref{vp}) by Eq.~(\ref{se}) and using $\lambda_{\rm own}/\lambda_e=1/m$,
\begin{equation}
\frac{|E_{\rm VP}|}{E_{\rm SE}}=\frac{\frac{4\alpha}{3\pi}\cdot\frac25\beta^2R}{\frac{8\alpha}{3\pi}(\beta/m)^2L}=\frac{m^2}{5L}\,R .
\label{ratio}
\end{equation}
The three factors have separate meanings. The square $m^2=(\lambda_e/\lambda_{\rm own})^2$ compares the two Compton wavelengths. The factor $1/5L$ is the handicap of vacuum polarization. The 5 is the ratio of the numerical coefficients of the two shifts, $4/3$ against $4/15$. The $L$ appears because the pair cloud has no counterpart to the large logarithm that self-energy collects from photons between the atomic energies and $mc^2$. Apart from the logarithmic dependence of $L$ on $Z^2m_r/m$, the orbit radius enters through $R$, which reduces the ratio when $a$ becomes comparable with $\lambda_e$. For an electron $m=1$ and the handicap decides. For a muon $m^2$ is about 43\,000 and overwhelms it.

\section{How large: ordinary and muonic hydrogen}

\emph{Ordinary hydrogen.} The orbit radius is $137\lambda_e$, and the probability of finding the electron within $\lambda_e$ of the proton is $5.1\times10^{-7}$. The logarithm is
\begin{equation}
L=\ln\frac{1}{(0.0072974)^2\times9.885\times0.9995}=7.55 .
\end{equation}
The distant-orbit law is nearly reached, with $R=0.991$, so Eq.~(\ref{ratio}) gives
\begin{equation}
\frac{|E_{\rm VP}|}{E_{\rm SE}}=\frac{0.991}{5\times7.55}=0.026 .
\end{equation}
The shifts are $E_{\rm SE}=1.24\times10^{-6}$ hartree ($3.4\times10^{-5}$~eV) and $E_{\rm VP}=-3.26\times10^{-8}$ hartree ($-8.9\times10^{-7}$~eV).

\emph{Muonic hydrogen.} With $m=206.768$ and $m_r=185.84$, the orbit radius is $0.737\lambda_e$ and $\beta=1.356$. The muon spends 51\% of its time within $\lambda_e$. Equation~(\ref{vp}) with $F=0.2425$ gives
\begin{equation}
E_{\rm VP}=-\frac{2\times0.0072974}{3\pi}\times185.84\times0.2425=-0.0698\ \text{hartree}=-1.90\ \text{eV}.
\end{equation}
The self-energy, with $L=7.66$, is $1.9\times10^{-4}$ hartree ($0.005$~eV). Here $R=0.330$, and
\begin{equation}
\frac{|E_{\rm VP}|}{E_{\rm SE}}=\frac{(206.768)^2}{5\times7.656}\times0.3296=368 .
\end{equation}
The close orbit has cost vacuum polarization a factor of three; without that reduction the ratio would be about 1100.

Relative to the binding energy, self-energy falls only from $2.5\times10^{-6}$ to $2.0\times10^{-6}$ between the two atoms, because of the reduced-mass factor $(m_r/m)^2$. Vacuum polarization rises from $6.5\times10^{-8}$ to $7.5\times10^{-4}$. The reversal is due to the growth of one effect, not to a loss of the other.

Doubling or halving the cutoff $K$ moves the electronic ratio between 0.024 and 0.029 and the muonic one between 338 and 405. The order of the two effects is safe, while the ratio itself is uncertain by about ten percent, so already its second digit is not fixed by the model.

One number may surprise. The part of the Uehling shift that arises inside $\lambda_e$ is 82\% for the electron and 98\% for the muon, although the muon's cloud is no more compact. The electron's density is practically constant across the cloud. The muon's density falls as $e^{-2r/a}$ within it, and a decreasing factor moves weight inward.

\section{Two controls on the explanation}

\emph{Replace the pairs.} Keep the muonic atom as it is, but let its vacuum contain muon pairs and no electron pairs. The range of the cloud is then set by the muon's own Compton wavelength, and $|E_{\rm VP}|/E_{\rm SE}$ drops from 368 to 0.026, the value of ordinary hydrogen. The small orbit and the strong binding are unchanged, so neither is sufficient by itself. What matters is that the particle in the loop is much lighter than the particle in orbit.

\emph{Vary the orbiting mass.} For $Z=1$ and a fixed nucleus, Eq.~(\ref{ratio}) with $R=1$ predicts balance at $m=\sqrt{5L}=6.14$. Solving with the full $F$ gives $6.32$, slightly higher because $R<1$. At that mass the orbit radius is still $21.7\lambda_e$. Entering the cloud is therefore not the condition for vacuum polarization to win.

\section{What to do in practice}

\emph{Electronic atoms with $Z\alpha\ll1$.} Compute the self-energy first. The Uehling potential may be replaced by a contact term. Since $|\psi(0)|^2=Z^3m_r^3/\pi$, the distant-orbit shift $-\frac{4\alpha}{15\pi}Z^4\alpha^2m_r^3$ belongs to
\begin{equation}
V_U\to-\frac{4}{15}Z\alpha^3\,\delta(\mathbf r),
\end{equation}
which is meant for first-order perturbation theory and overestimates the $1s$ shift of hydrogen by about 0.9\%. With the nonrelativistic density used here, the excess grows roughly in proportion to $Z$ and reaches 9\% at $Z=10$; the Dirac density reduces that figure to about 7\%. Adding this term without the self-energy gives a total radiative shift of the wrong sign.

\emph{Muonic atoms.} Put $V_U$ into the Hamiltonian from the start and keep its finite range. The contact term would give $1.90/0.330=5.8$~eV for muonic hydrogen, three times too much. First-order perturbation theory with the full potential is good: diagonalizing with $V_U$ included gives $-0.0699$ hartree against $-0.0698$ in first order, a difference of about 0.1\%. Second-order perturbation theory puts that difference at $-7.5\times10^{-5}$ hartree; the small basis of the diagonalization misses this by about $1\times10^{-5}$ hartree, so only three digits of its total are meaningful. The difference is still about 40\% of the self-energy, so a calculation that includes self-energy should include it as well, together with two-loop vacuum polarization, which is of the same order in $\alpha$ and is not derived here. At about $-0.0145$~eV, the two-loop term is itself larger in size than the self-energy. At least three effects that are not radiative are also larger than the self-energy and must be included. A proton of rms charge radius $r_p=0.84$~fm smears the potential just as the jitter does and raises the level by $\frac16r_p^2\langle\nabla^2V\rangle=\frac23r_p^2m_r^3$, about 0.029~eV. The Dirac equation with the reduced mass lowers it by about $\alpha^2m_r/8$, or 0.034~eV. The magnetic coupling to the proton spin splits the level by about 0.18~eV, but in first order it leaves the spin-averaged energy unchanged.

\emph{Where the formulas stop.} The logarithm falls with nuclear charge as $L\approx7.55-2\ln Z$ for an electron and would vanish near $Z=44$. That is a failure of the expansion in $Z\alpha$, not a vanishing self-energy, and Eq.~(\ref{se}) must be abandoned well before; the ordering in heavy electronic atoms cannot be read from it. In muonic atoms the orbit shrinks toward the nuclear surface as $Z$ grows. The size of the nucleus, which in muonic hydrogen is a small correction beside vacuum polarization, then becomes a large effect, and the full charge distribution has to replace the point charge. Photon exchange between muon and nucleus, left out here, changes the $E_{\rm SE}$ of muonic hydrogen by a relative amount of order $m/M$ for a nucleus of mass $M$, and here $m/M$ is about a tenth. This matters for a precise level energy but not for a ratio of several hundred. Finally, Eq.~(\ref{se}) rests on the density at the nucleus and holds for the $1s$ state; states with orbital angular momentum need their own comparison.

The values for the two atoms and the two controls are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
fine-structure constant alpha = 0.0072974
electron Compton wavelength (reduced) = 0.007297 bohr
muon mass = 206.768 m_e
proton mass = 1836.153 m_e
mean excitation energy, hydrogen 1s = 9.885 hartree
same, finite basis = 10.143 hartree
-- electronic H
reduced mass = 0.9995 m_e
orbit radius = 1.000545 bohr
orbit radius / electron Compton wavelength = 137.111
orbit radius / own Compton wavelength = 137.11
probability inside Compton wavelength = 5.117e-07
share of Uehling shift from inside it = 0.823
F = 2.1088e-05, F/(distant-orbit law) = 0.9911
logarithm L = 7.550
binding energy = 0.49973 hartree
E_VP = -3.2639e-08 hartree = -8.8814e-07 eV
E_SE = 1.2432e-06 hartree = 3.3828e-05 eV
|E_VP|/binding = 6.531e-08
E_SE/binding = 2.488e-06
|E_VP|/E_SE = 0.02625
same, cutoff doubled / halved = 0.02405 / 0.02891
-- muonic H
reduced mass = 185.8408 m_e
orbit radius = 0.005381 bohr
orbit radius / electron Compton wavelength = 0.737
orbit radius / own Compton wavelength = 152.47
probability inside Compton wavelength = 5.094e-01
share of Uehling shift from inside it = 0.985
F = 2.4248e-01, F/(distant-orbit law) = 0.3296
logarithm L = 7.656
binding energy = 92.92042 hartree
E_VP = -6.9781e-02 hartree = -1.8988e+00 eV
E_SE = 1.8956e-04 hartree = 5.1583e-03 eV
|E_VP|/binding = 7.510e-04
E_SE/binding = 2.040e-06
|E_VP|/E_SE = 368.1
same, cutoff doubled / halved = 337.6 / 404.8
-- checks and control
muonic H, E_VP by diagonalization = -6.9867e-02 hartree
muonic H, muon pairs only: |E_VP|/E_SE = 0.0259
balance mass = 6.317 m_e
distant-orbit estimate of balance mass = 6.144 m_e
orbit radius / electron Compton wavelength there = 21.69
\end{verbatim}
